The Drude term and order of limits in a metal's screening

**The missing Drude term at q = 0, and why q → 0 and ω → 0 do not commute in a metal**

A screening calculation that builds the q = 0 head of the dielectric matrix from vertical transitions alone, pairs of different bands at the same k, gives a metal a finite dielectric constant. The number can converge well as the grid is refined and still be wrong. In the model metal below, whose interband pairs are gapped and whose occupations are thermally smeared, it settles at 1.777 for the imaginary frequency 0.1 Ha, where the long-wavelength value is 5.027. In an electron gas at r_s = 4 on an 8³ grid the same omission leaves the q = 0 cell unscreened: the cell, replaced by a sphere of equal volume, contributes 1.309 eV to the zone integral of the static screened interaction in place of 0.004 eV. Adding the Drude term repairs the first number. It does not repair the second exactly, because the Drude term is the limit q → 0 at fixed ω, and the static interaction needs the opposite order.

**Definitions**

Hartree atomic units are used. The crystal has cell volume Ω, a local potential, no spin-orbit coupling and no magnetism, so every state holds two electrons and time reversal gives ε_n,−k = ε_nk and ψ_n,−k = ψ_nk* up to a phase. The grid has N_k points and contains −k with every k. The symbol ⟨X⟩ means (1/ΩN_k) Σ_k X_k, f is the Fermi function at temperature kT and chemical potential μ, and f′ = df/dε = −f(1 − f)/kT. Frequencies are imaginary, iω with ω ≥ 0. Screening is the random-phase approximation without collisions. The independent-particle response is

χ0_GG′(q, iω) = 2 Σ_nm ⟨ δf ρ_G ρ_G′* / (iω + Δ) ⟩

δf = f(ε_n,k−q/2) − f(ε_m,k+q/2), Δ = ε_n,k−q/2 − ε_m,k+q/2

ρ_G = ⟨ψ_n,k−q/2| e^(−i(q+G)·r) |ψ_m,k+q/2⟩.

The head is G = G′ = 0, written χ0, and ε = 1 − (4π/q²)χ0 is the head of the dielectric matrix. The vector q points along x, and p_nm = ⟨u_nk|(−i∂_x + k_x)|u_mk⟩ with u the periodic part of ψ.

The vertical prescription keeps the pairs n ≠ m, takes energies and occupations at q = 0, and replaces |ρ_0|² by q²|p_nm|²/Δ². The pairs n = m are dropped because δf = 0 at q = 0. The result is called ε_inter(iω); its formula is derived in part (a) of the proof.

**The counter-example**

Take a simple-cubic crystal with V = 2V1(cos Gx + cos Gy + cos Gz), G = 2π/a, and round parameters a = 6 bohr, V1 = 0.05 Ha, kT = 0.01 Ha, one electron per cell. The states are products φ(x)φ(y)φ(z) of one-dimensional Bloch functions, and the energies are sums e_x + e_y + e_z. The operator e^(−iqx) acts on the x factor only, so the transverse quantum numbers are the same on both sides of ρ_0 and drop out of Δ. They survive only in the occupations, which on an N³ grid can be summed first:

F(e) = (1/N²) Σ f(e + e_y + e_z), summed over transverse bands and grid points.

The three-dimensional sum for χ0 is then exactly a one-dimensional sum with F in place of f, and it can be evaluated from the definition at any small q, off the grid, with no expansion. On the 48³ grid the density is n = 4.6296 × 10⁻³ bohr⁻³ and μ = 0.0859 Ha, measured from the average potential.

At ω = 0.1 Ha the vertical prescription gives

ε_inter = 1.77513 (12³), 1.77688 (24³), 1.77688 (48³).

The definition at q = 0.001 bohr⁻¹ gives χ0 = −3.2042 × 10⁻⁷ Ha⁻¹ bohr⁻³, so that

ε = 1 + 4π × 3.2042 × 10⁻⁷ / 10⁻⁶ = 5.0265,

printed with more digits as 5.02657. The gap of 3.25 between 5.027 and 1.777 does not close with the grid, so it is not a sampling error.

The f-sum rule shows what is absent. At high frequency ω²(ε − 1) must tend to 4πn. At ω = 50 Ha the finite-q definition reaches the fraction 1.0000 of this value and the vertical prescription reaches 0.4414. The missing fraction 0.5586 is the intraband weight D/n, with D = 2.58606 × 10⁻³ bohr⁻³. It defines

ω_p² = 4πD = 0.032497 Ha², ω_p = 0.1803 Ha = 4.9 eV,

below the free-electron value √(4πn) = 0.2412 Ha because 44 % of the weight sits in interband transitions. Adding the Drude term gives

ε_inter + ω_p²/ω² = 1.77688 + 0.032497/0.01 = 1.77688 + 3.24973 = 5.02661,

which differs from the definition by 4 × 10⁻⁵. The residual grows by the factor 3.999 when q is doubled from 0.002 to 0.004 bohr⁻¹, so it is of order q².

Now keep q = 0.001 bohr⁻¹ and set ω = 0. The definition gives χ0 = −0.061702 Ha⁻¹ bohr⁻³, about 2 × 10⁵ times the value at ω = 0.1 Ha, and equal to −dn/dμ = −0.061702 from a finite difference of n(μ). The Drude form −q²D/ω² would be infinite there. The static head of ε is k_TF²/q² plus terms of order q⁰, with k_TF² = 4π dn/dμ = 0.7754 bohr⁻². Between the two regimes the intraband response depends on ω/q alone: at ω/q = 0.1, 0.3 and 1.0 atomic units it is −0.041612, −0.017262 and −0.002432 at q, and −0.041611, −0.017261 and −0.002432 at 3q. At ω/q = 1 it is within 6 % of the Drude value −D/(ω/q)² = −0.002586; at ω/q = 0.1 it has reached two thirds of the static value.

As a control, V1 = 0.4 Ha with two electrons per cell makes an insulator. There the definition at q = 0.003 bohr⁻¹ and the vertical prescription both give 1.19970 at ω = 0, and the computed D/n is −1.9 × 10⁻⁸, zero within the noise of a finite difference. When the interband pairs are gapped, the prescription fails only where bands are partly filled.

**The general statement**

Under the assumptions above, with v = ∂ε_nk/∂k_x and with bands n ≠ m separated by gaps large compared with q|p_nm| wherever f_n ≠ f_m:

(a) The pairs n ≠ m give χ_inter = −q²(ε_inter − 1)/4π to leading order, at every ω ≥ 0.

(b) The pairs n = m give, to leading order in q at fixed ratio ω/q,

χ_intra = −2 Σ_n ⟨ (−f′) (qv)² / (ω² + (qv)²) ⟩.

(c) Hence χ0 → −dn/dμ if ω → 0 is taken first, and χ0 → 0 if q → 0 is taken first, while at fixed ω > 0

ε(q → 0, iω) = ε_inter(iω) + ω_p²/ω², ω_p² = 4πD, D = 2 Σ_n ⟨(−f′)v²⟩.

(d) The vertical prescription misses the f-sum rule by D, and D can be computed from q = 0 data.

(e) Local fields leave ω_p² unchanged and do change the static screening constant.

The fault is therefore the omission of the pairs n = m and not the finiteness of the grid. A finite grid adds a separate difficulty, the evaluation of f′, treated under (d).

**Proof**

Time reversal first. Writing ψ*_n,k−q/2 = ψ_n,−k+q/2 and ψ_m,k+q/2 = ψ*_m,−k−q/2 inside the integral for ρ_G gives

ρ_G(n, m, k) = ρ_G(m, n, −k),

up to a phase that does not depend on G and cancels in ρ_G ρ_G′*. Under the same map (n, m, k) → (m, n, −k) the energies trade places, so Δ → −Δ and δf → −δf. Each term may be averaged with its partner:

½ δf [1/(iω + Δ) − 1/(iω − Δ)] = ½ δf (−2Δ)/(−ω² − Δ²) = δf Δ/(ω² + Δ²).

Therefore, exactly at any q,

χ0_GG′ = 2 Σ_nm ⟨ δf Δ ρ_G ρ_G′* / (ω² + Δ²) ⟩.

Since f decreases, δf Δ ≤ 0 and the head is negative.

(a) The periodic parts obey H(k) = (−i∇ + k)²/2 + V, so H(k + q) = H(k) + q(−i∂_x + k_x) + q²/2. First-order perturbation theory gives ∂u_m/∂k_x = Σ_(n≠m) u_n p_nm/(ε_m − ε_n), with the phase chosen so that there is no component along u_m. For n ≠ m, orthogonality at equal k and its derivative ⟨∂u_n|u_m⟩ = −⟨u_n|∂u_m⟩ give

ρ_0 = ⟨u_n,k−q/2|u_m,k+q/2⟩ = (q/2)⟨u_n|∂u_m⟩ − (q/2)⟨∂u_n|u_m⟩ = q p_nm/(ε_m − ε_n).

The factor |ρ_0|² is already of order q², so δf and Δ may be taken at q = 0. Multiplying by −4π/q²,

ε_inter(iω) − 1 = −8π Σ_(n≠m) ⟨ (f_n − f_m) |p_nm|² / [Δ(ω² + Δ²)] ⟩, Δ = ε_n − ε_m.

The denominator never vanishes for gapped pairs, so this function is smooth at ω = 0 and the two limits commute for it.

(b) For n = m, completeness gives |ρ_0|² = 1 − Σ_(m≠n)|ρ_0(n, m)|² = 1 − O(q²). The symmetric difference gives Δ = −qv + O(q³), and δf = f′Δ with relative corrections O(q²). Then δf Δ = f′(qv)², which inserted in the exact form is (b). Here the small factor q² comes from δf and Δ, the two quantities that the vertical prescription freezes at q = 0. The vertical term is indeed zero for ω > 0, but ε needs the coefficient of q², because the Coulomb factor 4π/q² divides it out. The step δf = f′Δ needs q|v| ≪ kT term by term; at kT = 0 it holds only after the k sum has become an integral.

(c) At ω = 0 the intraband term is δf/Δ → f′, also at points with v = 0, and χ_inter = O(q²). Because n(μ) = 2Σ_n⟨f(ε − μ)⟩ at fixed bands,

χ0(q → 0, 0) = 2 Σ_n ⟨f′⟩ = −dn/dμ.

This is the vertical n = m term with 0/0 read as f′: a slowly varying static potential shifts the local chemical potential and the electrons refill to it. At fixed ω > 0, expanding x/(ω² + x) = x/ω² − x²/ω⁴ + … with x = (qv)² gives χ_intra = −q²D/ω² with relative error of order (qv/ω)². It vanishes at q = 0, as particle conservation requires, since a uniform time-dependent potential cannot change the number of electrons. Multiplying by −4π/q² yields ω_p²/ω². The continuation iω → ω + iη turns it into −ω_p²/(ω + iη)² on the real axis. The two iterated limits of χ0 are −dn/dμ and 0, and they differ whenever dn/dμ ≠ 0. For a general direction of q, D becomes q̂_a q̂_b D_ab with v_a v_b in place of v²; in a cubic crystal it is isotropic.

(d) For a converged zone integral, (−f′)v² = −v ∂f/∂k_x, and integration by parts over the periodic zone has no boundary term:

D = 2 Σ_n ⟨ f ∂²ε/∂k_x² ⟩.

Second-order perturbation theory with the same H(k + q) gives ε_n(k + q) = ε_n + q p_nn + q²/2 + q² Σ_(m≠n)|p_nm|²/(ε_n − ε_m), so v = p_nn and

∂²ε_n/∂k_x² = 1 + 2 Σ_(m≠n) |p_nm|²/(ε_n − ε_m).

Multiply by 2f_n and sum. The first term gives n. In the second, exchanging the names n and m shows 2Σ f_n|p|²/Δ = Σ (f_n − f_m)|p|²/Δ. Hence

D = n − n_inter, n_inter = −2 Σ_(n≠m) ⟨ (f_n − f_m)|p_nm|²/Δ ⟩ ≥ 0.

From (a), ω²(ε_inter − 1) → 4πn_inter at large ω, so the vertical head lacks 4πD, and the Drude term restores 4πn. In the model the three forms give 2.586057, 2.586056 and 2.586057 × 10⁻³ bohr⁻³. For full and empty bands the curvature form is the zone integral of a derivative and vanishes, which is the insulator. With a nonlocal potential p must be replaced by the velocity operator and the term 1 in the identity changes; the Fermi-surface and curvature forms remain valid.

The integration by parts is the one step that needs a converged grid. On 12³ points at kT = 0.01 Ha the f′ form gives D/n = 0.5607 and the curvature form 0.5588, against 0.5586. If kT → 0 on a fixed grid at fixed electron number, either a symmetry-degenerate shell of grid states is partly filled, so that f(1 − f) stays finite and f′ grows as 1/kT, or the shells are closed and f′ vanishes exponentially. The f′ form has no useful limit in either case. On 16³ points at kT = 10⁻⁵ Ha it gives D/n = 28.2, as a partly filled shell would (the shell filling was not inspected). The curvature form needs only f and gives 0.582, 4 % above the 48³ value at kT = 0.01 Ha; that difference mixes the effects of grid and temperature.

(e) Let v_G = 4π/|q + G|² and ε_GG′ = δ_GG′ − v_G^½ χ0_GG′ v_G′^½. With B the block G, G′ ≠ 0, block inversion gives

1/(ε⁻¹)_00 = ε_00 − Σ ε_0G (B⁻¹)_GG′ ε_G′0.

For n = m the exact form has δf Δ = f′(qv)² for every G, G′, so at fixed ω > 0 all intraband elements of χ0 are O(q²); the term of order q/ω has been removed by time reversal. In the body they vanish as q². In the wings they are multiplied by 4π/(q|G|) and vanish as q. The interband wings have ρ_0 = O(q) and stay finite after the same factor. The local-field correction at fixed ω is thus purely interband and finite, and ω_p²/ω² is added to it unchanged. At ω = 0 the intraband wing tends to 2Σ⟨f′ρ_G*⟩, with ρ_G the Fourier component of |u_nk|². Then ε_0G grows as 1/q, and the correction is of the same order 1/q² as k_TF²/q². Since −χ0 is a positive matrix, B is positive definite and the correction lowers the static screening constant whenever a wing is nonzero.

The wing vertex has a term linear in q. With T_nm = ⟨u_n|e^(−iG·r)|u_m⟩ and the derivative from (a),

ρ_G(q) = T_nn + qλ_G, λ_G = ½[⟨u_n|e^(−iG·r)|∂u_n⟩ − ⟨∂u_n|e^(−iG·r)|u_n⟩] = ½ Σ_(m≠n) (T_nm p_mn − p_nm T_mn)/(ε_n − ε_m).

It is even in k, by ρ_G(n, n, k) = ρ_G(n, n, −k), so time reversal does not remove it from the sum. Unless a spatial symmetry does (in the model it vanishes for G perpendicular to q, where the vertex factorizes), the wing converges as q and not as q². The intraband wing is then 2Σ⟨f′(T_nn + qλ_G)*⟩ at ω = 0 and (q²/ω²) 2Σ⟨f′v²(T_nn + qλ_G)*⟩ at fixed ω > 0. In the model, for G along x, the intraband part of the static wing is 0.016831 − 0.040898 q and the intraband part of the wing at ω = 0.1 Ha is q²(0.076615 − 0.190435 q), the interband pairs adding a further term of order q to each; all four coefficients are tested against these formulas. Since 4π/G = 2a = 12 bohr, the intraband part of ε_0G at q = 0.001 bohr⁻¹ is about −12 × 0.076615 × 0.001 = −9 × 10⁻⁴ at ω = 0.1 Ha and −12 × 0.016831/0.001 = −202 at ω = 0. The block inversion itself was not carried out numerically.

**The screened interaction**

For the electron gas at T = 0 there are no interband pairs and no local fields, ε_inter = 1, and −f′ = δ(ε − ε_F). The radial integral gives N0 = k_F/π², and with c the cosine between k and q, and u = ω/(qv_F), formula (b) becomes

χ0 = −N0 g(u), g(u) = ∫_0^1 c²/(u² + c²) dc = 1 − u arctan(1/u).

Here g(0) = 1, and the series of the arctangent gives g = 1/(3u²) − 1/(5u⁴) + … at large u. So D = N0v_F²/3 = n and ω_p² = k_TF² v_F²/3 with k_TF² = 4πN0. For r_s = 4: k_F = v_F = 0.47979, k_TF² = 0.61089 bohr⁻², ω_p = 0.21651 Ha = 5.891 eV. The reference is the full Lindhard function. In the exact form the part with the second occupation equals the part with the first after k → −k, and shifting k by q/2 gives

χ0 = −4 ∫_(k<k_F) d³k/(2π)³ E/(ω² + E²), E = qk_x + q²/2.

To leading order in q,

W = 4π/(q² + k_TF² g(u)), ε⁻¹ = q²/(q² + k_TF² g(u)).

The inverse dielectric function hides the non-commutation: the static order gives q²/(q² + k_TF²) → 0, and the Drude order gives ω²/(ω² + ω_p²) → 0. The interaction W shows it. Along a ray of fixed u, W → 4π/(k_TF² g(u)), which is 4π/0.61089 = 20.571 Ha bohr³ at u = 0, 20.571/0.21460 = 95.86 at u = 1 and 6208 at u = 10. At fixed ω > 0 it diverges as W_D = (4π/q²) ω²/(ω² + ω_p²).

On a grid the point q = 0 stands for a cell of volume (2π)³/(ΩN_k). Replace it by a sphere of radius q_c. With one electron per cell, Ω = 1/n and q_c³ = 6π²n/N_k; for 8³ points q_c = 0.07556 bohr⁻¹ and v_F q_c = 0.036 Ha. The measure is ∫d³q/(2π)³ = ∫q² dq/(2π²), with total weight q_c³/(6π²). At ω = 0 the three heads give for the cell integral of W

vertical: ∫ 4π dq/(2π²) = 2q_c/π

Drude: 0

static: (2/π)[q_c − k_TF arctan(q_c/k_TF)] = 2q_c³/(3πk_TF²) × [1 − 3q_c²/(5k_TF²) + …].

The numbers are 2 × 0.07556/π = 0.0481 Ha = 1.309 eV against the Lindhard value 1.492 × 10⁻⁴ Ha = 0.004 eV. The vertical error falls as q_c ∝ N_k^(−1/3) and the Drude error as q_c³ ∝ 1/N_k; going from 8³ to 16³ reduces them by 1.995 and 7.974. In a crystal the vertical cell integral of the head is divided by the interband dielectric constant and scales in the same way. Because the intraband vertices tend to 1 as q → 0, this integral is, with a minus sign, the q = 0 head part of the static screened-exchange self-energy of a state for which f = 1 over the whole cell around k, and the head part of the k = k′ element of the direct Bethe-Salpeter kernel. It is the error of one matrix element, and not in itself the error of a quasiparticle or exciton energy.

Within the scaling form the Drude error is bounded at all frequencies. Write g = ⅓ ∫_0^1 3c² dc/(u² + c²). The weight 3c² is normalized with mean c² equal to 3/5, and 1/(u² + y) is convex in y, so Jensen's inequality gives g ≥ 1/(3u² + 9/5); dropping c² in the denominator gives g ≤ 1/(3u²). With x = 1/g, W/4π = x/(q²x + k_TF²) has slope k_TF²/(q²x + k_TF²)², between 0 and 1/k_TF². The Drude head is x = 3u², so

0 ≤ W − W_D ≤ (9/5) 4π/k_TF² = 37.0 Ha bohr³.

The cell averages of W on the 8³ grid, in Ha bohr³, are

ω = 0: Lindhard 20.48, scaling form 20.46, Drude 0

ω = 0.02 Ha: Lindhard 87.94, scaling form 87.84, Drude 55.87

ω = 0.2 Ha: Lindhard 3050.86, scaling form 3050.80, Drude 3040.10,

and the vertical head gives 12π/q_c² = 6602.7 at every ω. The Drude deficits 20.5, 32.1 and 10.8 lie inside the bound; relative to the Lindhard value they are 100 %, 36 % and 0.35 %. The last follows from the series: k_TF² g = (q²ω_p²/ω²)(1 − 3v_F²q²/(5ω²)) gives W/W_D − 1 = (3/5)(v_F q/ω)² ω_p²/(ω² + ω_p²). Since q²W_D is constant, q² averages to q_c²/3, and (1/5)(0.03625/0.2)² × 0.540 = 0.0035. The Drude head is accurate in relative terms for ω ≫ v_F q_c, and the scaling form is within the tested 1 % at all three frequencies.

**The correlation energy**

For a ground state with excitation energies E_s and volume V, χ(q, iω) = −(1/V)Σ_s 2E_s|⟨s|n_q|0⟩|²/(ω² + E_s²). Using ∫_0^∞ E dω/(ω² + E²) = π/2 for E > 0 gives ∫_0^∞ χ dω = −πnS(q), with S the structure factor. The interaction energy per volume is ∫d³q/(2π)³ ½ v n(S − 1), v = 4π/q². Integrating over the coupling constant λ with χ_λ = χ0/(1 − λvχ0), subtracting the exchange part λ = 0, and using −∫_0^1 vχ0 dλ/(1 − λvχ0) = ln(1 − vχ0), the correlation energy per volume is ∫d³q/(2π)³ e_c(q) with

e_c(q) = ∫_0^∞ (dω/2π) [ln(1 − vχ0) + vχ0].

For the gas the vertical prescription has χ0 = 0 and assigns the cell nothing.

With the Drude form the logarithm is ln(1 + ω_p²/ω²). Its integral vanishes at ω_p = 0 and has derivative ∫2ω_p dω/(ω² + ω_p²) = π, so the term equals ω_p/2, the zero-point energy of the plasmon. The scaling form differs from it by ln[(q² + k_TF² g)/(q² + k_TF²/(3u²))] with dω = qv_F du. The ratio lies between 3u²g and 1 and tends to 3u²g as q → 0. The logarithm of 3u²g is integrable, behaving as ln u² at small u and −3/(5u²) at large u, so dominated convergence gives

log term = ω_p/2 + C v_F q/(2π) + …, C = ∫_0^∞ ln(3u²g) du = −2.2319.

At q = 9.596 × 10⁻⁴ bohr⁻¹ the correction is −2.2319 × 0.47979 × 9.596 × 10⁻⁴/(2π) = −1.635 × 10⁻⁴ Ha, and the Lindhard quadrature gives 0.108090 − 0.108253 = −1.63 × 10⁻⁴ Ha.

With the Drude form the linear term is −∫ω_p² dω/(2πω²), which diverges at ω = 0. The exact value follows from the Lindhard integral. The ω integral gives (π/2) sgn E, the prefactor is 4 × (π/2)/(2π) = 1, and sgn E = sgn(k_x + q/2). The caps k_x > q/2 and k_x < −q/2 of the Fermi sphere cancel, leaving the slab |k_x| < q/2 of volume π(k_F²q − q³/12) for q < 2k_F:

linear term = −(4π/q²) π(k_F²q − q³/12)/(8π³) = −k_F²/(2πq) + q/(24π).

At the same q this is −38.18 Ha, in agreement with the quadrature. The true integrand is cut off at ω of order qv_F, the region the Drude form does not describe. Integrating each power with q² dq/(2π²), the cell contributes per volume

−k_F²q_c²/(8π³) + ω_p q_c³/(12π²) + q_c⁴[C v_F/(16π³) + 1/(192π³)] + …

Dividing by n = 0.003730 bohr⁻³, the terms are −1.4205, +0.2114 and −0.0174 mHa per electron, with sum −1.2265 mHa. Direct quadrature gives −1.2255 mHa, or −33 meV, 0.1 % away; the remainder belongs to higher powers of q_c and was not resolved further. The leading term falls as N_k^(−2/3). It is the leading part of the cell integral of the linear term, and that term equals −½vnS_0 by ∫χ0 dω = −πnS_0, S_0 being the structure factor of the free gas, while the exchange integrand is ½vn(S_0 − 1). If exchange and correlation treat the cell in the same way, the S_0 terms cancel in the sum; if only one of the two includes its S_0 term, an error of order N_k^(−2/3) remains.

**Where the result stops**

The expansion in (a) fails term by term near points or lines where bands touch close to the chemical potential, because q|p_nm| is there not small against Δ. At fixed ω > 0 and kT > 0 this does not spoil the Drude result in (c). Since |f′| ≤ 1/(4kT), each term of the exact form is bounded by Δ²/(4kTω²), which is O(q²) in the region where the gap is of order q|p_nm|; the vertical and Drude terms are bounded by q²|p_nm|²/(4kTω²); and the region shrinks as q → 0. What is lost is uniformity in ω: Δ can be small in ω² + Δ², so ε_inter need not be smooth or even finite at ω = 0, and the low-frequency and zero-temperature limits of semimetals need their own treatment. Collisions are left out of formula (b), and nothing here describes a regime in which their rate is comparable with ω or qv. The linear-in-q structure factor and the N_k^(−2/3) law were derived at T = 0 and are not claimed for a gas in thermal equilibrium at finite temperature. The finite Drude term in ε relies on the three-dimensional 4π/q²; with an interaction proportional to 1/q, as for a single layer, the q² of χ0 leaves ε − 1 proportional to q at fixed ω, while the two limits of χ0 still differ.

The numerical check contain every number quoted here, apart from the arithmetic shown on them.

Calculated quantities

```
crystal: a=6.0 bohr, V1=0.05 Ha, kT=0.01 Ha, 1 e/cell, N=48
n = 4.629630e-03 bohr^-3, mu = 0.08593 Ha, test w = 0.1 Ha, test q = 0.001 bohr^-1
D surface = 2.586057e-03, curvature = 2.586056e-03, n-n_inter = 2.586057e-03 bohr^-3
D/n = 0.5586, n_inter/n = 0.4414
wp^2 = 0.032497 Ha^2, wp = 0.18027 Ha = 4.905 eV
free-electron sqrt(4 pi n) = 0.24120 Ha
N=12: eps_vertical(iw) = 1.77513, D surf/n = 0.5607, D curv/n = 0.5588
N=24: eps_vertical(iw) = 1.77688, D surf/n = 0.5586, D curv/n = 0.5586
N=48: eps_vertical(iw) = 1.77688, D surf/n = 0.5586, D curv/n = 0.5586
eps(q,iw) definition = 5.02657; eps_inter + wp^2/w^2 = 5.02661
Drude part wp^2/w^2 = 3.24973; residual ratio on doubling q = 3.999
f-sum fraction at w=50.0 Ha: finite q = 1.0000, vertical = 0.4414
chi0(q,0) = -0.061702, -dn/dmu = -0.061702 Ha^-1 bohr^-3
chi0(q,iw) = -3.2042e-07 Ha^-1 bohr^-3; kTF^2 = 0.77538 bohr^-2
w/q=0.1 a.u.: chi_intra(q)=-0.041612, (3q)=-0.041611, formula=-0.041613 Ha^-1 bohr^-3
w/q=0.3 a.u.: chi_intra(q)=-0.017262, (3q)=-0.017261, formula=-0.017262 Ha^-1 bohr^-3
w/q=1.0 a.u.: chi_intra(q)=-0.002432, (3q)=-0.002432, formula=-0.002432 Ha^-1 bohr^-3
static wing, q^0 term = 0.016831, formula = 0.016831 Ha^-1 bohr^-3
static wing, q^1 coeff = -0.040898, formula = -0.040898 Ha^-1 bohr^-2
dynamic wing, q^2 coeff = 0.076615, formula = 0.076616 Ha^-1 bohr^-1
dynamic wing, q^3 coeff = -0.190435, formula = -0.190438 Ha^-1
cold grid N=16, kT=1e-5 Ha: D surf/n = 28.244, D curv/n = 0.582
insulator V1=0.4 Ha, N=16, 2.0000 e/cell: D/n = -1.9e-08
insulator eps(q=0.003,0) = 1.19970, vertical = 1.19970
gas: rs=4.0 bohr, n=0.003730 bohr^-3, kF=0.47979 bohr^-1, N0=0.04861 Ha^-1 bohr^-3
kTF^2 = 0.61089 bohr^-2, wp = 0.21651 Ha = 5.891 eV
ray u=0.0: g = 1.00000, W(q=1e-4) = 20.571 Ha bohr^3
ray u=1.0: g = 0.21460, W(q=1e-4) = 95.855 Ha bohr^3
ray u=10.0: g = 0.00331, W(q=1e-4) = 6208.163 Ha bohr^3
8^3 grid: qc = 0.07556 bohr^-1, vF*qc = 0.03625 Ha
cell average of W, vertical only = 6602.7 Ha bohr^3 at all w
w=0.0 Ha: <W> Lindhard=20.48, scaling=20.46, Drude=0.00 Ha bohr^3
w=0.02 Ha: <W> Lindhard=87.94, scaling=87.84, Drude=55.87 Ha bohr^3
w=0.2 Ha: <W> Lindhard=3050.86, scaling=3050.80, Drude=3040.10 Ha bohr^3
static cell integral: true = 1.4922e-04 Ha = 0.0041 eV, vertical = 4.8104e-02 Ha = 1.309 eV
error ratio 8^3/16^3: vertical = 1.995, Drude = 7.974
C = -2.2319; q = 9.596e-04 bohr^-1: log term = 0.108090 Ha, wp/2 = 0.108253 Ha
linear term = -38.1804 Ha, -kF^2/(2 pi q) = -38.1804 Ha
Ec of q=0 cell per electron = -1.2255 mHa = -33.35 meV
terms qc^2, qc^3, qc^4 = -1.4205, 0.2114, -0.0174 mHa
```
